# Displacement of an exponential dopant tail by Gaussian depth broadening

## Problem

A dopant profile is measured by sputtering through a film and recording the dopant signal against depth. Below a depth $z_t$ the true concentration is an exponential tail,

$$c(z)=c_t\,e^{-(z-z_t)/L},\qquad L=3\ \text{nm}.$$

Here $L$ is the e-fold decay length, the distance over which $c$ falls by a factor $e$. Depth $z$ increases into the sample.

Sputtering blurs the profile. An atom at true depth $z'$ is recorded at apparent depth $z=z'+u$, where the error $u$ has the probability density

$$g(u)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-u^2/2\sigma^2},\qquad \sigma=2\ \text{nm}.$$

The mean error is zero, and $\sigma$ is the same at all depths. The measured profile is therefore

$$m(z)=\int c(z')\,g(z-z')\,dz'.$$

How far is the tail displaced, and in which direction? What happens to its slope on a logarithmic concentration scale? How far below $z_t$ must one look for the answer to hold?

## Estimate by scaling

Broadening replaces $c$ by an average over a range of about $\sigma$ on either side. The linear part of $c$ cancels in a symmetric average, so the first surviving effect comes from the curvature. For an exponential $c''=c/L^2$, and the relative change of concentration is of order

$$\frac{\sigma^2c''}{c}=\frac{\sigma^2}{L^2}.$$

The curvature is positive, so the average lies above the original curve. On a falling profile, a higher concentration at a given depth means that the curve has moved deeper. A small relative change $\epsilon$ in concentration corresponds to a depth change $L\epsilon$, which gives

$$\Delta\sim L\,\frac{\sigma^2}{L^2}=\frac{\sigma^2}{L}=\frac{4\ \text{nm}^2}{3\ \text{nm}}\approx1.3\ \text{nm}.$$

The relative change does not depend on $z$, which suggests a parallel displacement on the logarithmic scale. The estimate leaves the numerical factor open. It also assumes a small $\sigma^2/L^2$, which here is $4/9$, so the exact integral is needed.

## Exact solution

First let the exponential extend without limit in both directions. Put $z'=z-u$ in the convolution. The sign from $dz'=-du$ is absorbed by reversing the limits, and

$$m(z)=\int_{-\infty}^{\infty}c(z-u)\,g(u)\,du
=c(z)\int_{-\infty}^{\infty}g(u)\,e^{u/L}\,du,$$

because $c(z-u)=c(z)\,e^{u/L}$. The last integral is a constant. Hence $\ln m$ and $\ln c$ differ by a constant, and the logarithmic slope remains $-1/L$.

To evaluate the constant, complete the square in the exponent:

$$-\frac{u^2}{2\sigma^2}+\frac uL
=-\frac{1}{2\sigma^2}\left(u^2-\frac{2\sigma^2u}{L}\right)
=-\frac{(u-\sigma^2/L)^2}{2\sigma^2}+\frac{\sigma^2}{2L^2}.$$

The first term on the right belongs to a normalized Gaussian centred at $\sigma^2/L$, whose integral is one. Therefore

$$m(z)=c(z)\,e^{\sigma^2/2L^2}.$$

The factor can be written as a change of depth. Since $c(z-\Delta)=c(z)\,e^{\Delta/L}$, equality with $m(z)$ requires $\Delta/L=\sigma^2/2L^2$, or

$$m(z)=c(z-\Delta),\qquad
\Delta=\frac{\sigma^2}{2L}=\frac{4\ \text{nm}^2}{6\ \text{nm}}=0.67\ \text{nm}.$$

A concentration that truly occurs at $z_0$ is recorded at $z_0+\Delta$, so the tail moves deeper.

The unchanged slope is that of $\ln c$. At a fixed depth both the concentration and its linear gradient $dc/dz$ are multiplied by $e^{2/9}=1.249$.

The definition of decay length matters. If 3 nm were the distance per decade, the e-fold length would be $3/\ln10=1.30$ nm and the displacement 1.54 nm. The tail treated here falls by a decade in 6.9 nm.

## Comparison of the two results

Scaling gave the correct dependence on $\sigma$ and $L$, the correct direction, and a value too large by a factor of two. The missing factor $1/2$ is the one in the second-order Taylor term, $\tfrac12c''u^2$, whose average is $\tfrac12\sigma^2c''$. Stopping at that term would give a concentration factor of $1+2/9=1.22$ instead of 1.249. The higher terms complete the exponential, and its logarithm is again $\sigma^2/2L^2$. This is why the displacement keeps its simple form when $\sigma/L$ is not small.

The length $\sigma^2/L=1.33$ nm has a meaning of its own. In the completed square, the atoms recorded at $z$ have errors distributed about $u=\sigma^2/L$ with standard deviation $\sigma$. On average they come from 1.33 nm nearer the surface, because the shallower side contains more dopant.

To see why the curve moves by half that distance, write

$$K(k)=\ln\int g(u)\,e^{ku}\,du=\tfrac12\sigma^2k^2.$$

Its derivative $K'(k)=\sigma^2k$ is the mean error of the recorded atoms for a tail of inverse decay length $k$. Because $K(0)=0$,

$$\Delta=L\,K(1/L)=L\int_0^{1/L}K'(k)\,dk.$$

The displacement is thus the average of this mean error as $k$ rises from zero to $1/L$. The mean error grows linearly from zero, so its average is half its final value.

## A tail that begins at a finite depth

Let $x=z-z_t$. Atoms in the tail have $z'>z_t$, which means $u<x$. Their contribution is

$$m_{\rm tail}(z)=c_t e^{-x/L}\int_{-\infty}^{x}g(u)e^{u/L}du
=c(z-\Delta)\,\Phi\!\left(\frac{x-\sigma^2/L}{\sigma}\right).$$

Here $c(z-\Delta)$ denotes the extrapolated exponential, and $\Phi$ is the cumulative normal distribution. The same completed square has been used, now with an upper limit.

The rest of the signal comes from above $z_t$. Suppose that the concentration there is nowhere negative and nowhere above the extrapolated exponential. The missing part of the signal then lies between zero and what the extrapolated exponential would have supplied. The error of the simple law, relative to $c(z-\Delta)$, obeys

$$-\Phi\!\left(-\frac{x-\sigma^2/L}{\sigma}\right)\le
\frac{m(z)}{c(z-\Delta)}-1\le0.$$

Since $\Phi(-2.326)=0.01$, the error is at most 1% in magnitude once

$$x\ge\frac{\sigma^2}{L}+2.326\,\sigma=1.333+4.653\approx5.99\ \text{nm}.$$

A 1% error in concentration corresponds to only $0.01L=0.03$ nm in depth.

As an example, take a plateau of $c_t=5\times10^{20}\ \text{cm}^{-3}$ from the surface to $z_t=5$ nm, followed by the tail. Here the 1% level is reached 4.7 nm below $z_t$, sooner than the bound requires, because the plateau supplies part of the missing signal. The displacement of the measured curve from the extrapolated true tail is:

| Apparent depth (nm) | Displacement (nm) |
|---:|---:|
| 5 | −0.64 |
| 7 | +0.28 |
| 9 | +0.60 |
| 11 | +0.66 |
| 15 | +0.67 |

At the shoulder the sign is reversed. The true concentration nowhere exceeds $c_t$, so an average taken at $z_t$ must lie below $c_t$, and the curve appears too shallow there.

Now report the depth at which the concentration has fallen to $5\times10^{18}\ \text{cm}^{-3}$, a factor of 100 below the plateau. The true depth is

$$5+3\ln100=18.82\ \text{nm}.$$

Direct numerical convolution of the whole profile puts it at 19.48 nm, which is 0.67 nm deeper, with a local decay length of 3.00 nm. The full figures are in the numerical output.

The broadening does not create dopant: integrating $m(z)$ over all $z$ gives the original dose, because $g$ is normalized. In this example, however, the convolution places 10% of the dose at negative depths, where nothing can be recorded. The model is therefore unsuitable close to the surface. At the reported depth $x=14.48$ nm, and the error bound is $\Phi(-6.6)$, less than one part in $10^9$, so within the model the near-surface region has no practical influence there.

## When the response is not Gaussian

Ion bombardment also mixes dopant forward, which can add an exponential trailing edge to the response. Write $u=v+w-\lambda$, where $v$ has the Gaussian distribution above and $w\ge0$ is independent with density $e^{-w/\lambda}/\lambda$. Subtracting the mean $\lambda$ of $w$ keeps the average error zero. For $\lambda<L$ the concentration factor gains

$$e^{-\lambda/L}\int_0^\infty\frac{e^{w/L-w/\lambda}}{\lambda}\,dw
=\frac{e^{-\lambda/L}}{1-\lambda/L}.$$

Multiplying its logarithm by $L$ and adding the Gaussian part gives

$$\Delta=\frac{\sigma^2}{2L}-\lambda-L\ln\!\left(1-\frac{\lambda}{L}\right).$$

With $\sigma$ held at 2 nm and $\lambda=1$ nm, the displacement rises from 0.67 to 0.88 nm. Far enough below $z_t$ the slope is still unchanged, but the 5.99 nm condition was derived for the Gaussian response and does not carry over. The relative error now dies away only as $e^{-x(1/\lambda-1/L)}$, slowly when $\lambda$ approaches $L$. For the example profile the 1% level is reached at $x=6.9$ nm with $\lambda=1$ nm and at $x\approx25$ nm with $\lambda=2$ nm. In the latter case, at $5\times10^{18}\ \text{cm}^{-3}$, the displacement is 1.81 nm instead of the limiting 1.96 nm and the local decay length is 3.08 nm. These displacements take the mean of the response as the zero of error; if depth is referred to the peak of the response instead, the second value becomes 1.03 nm.

For $\lambda\ge L$ the integral diverges, and the argument for an unchanged slope fails. With $\lambda=4$ nm, the example profile has a local decay length of 4.3 nm at 20 nm depth, and this length approaches 4.0 nm at greater depths. The approach is from above because the measured tail has the form $Ae^{-x/\lambda}-Be^{-x/L}$ with positive $A$ and $B$. The subtracted term dies away faster, which makes the local decay slower than $e^{-x/\lambda}$. Far enough down, the measured decay length is therefore that of the response and no longer depends on $L$.

## The model beside a real measurement

The numbers represent, roughly, a shallow boron implant in silicon profiled by secondary-ion mass spectrometry. A tail of a few nanometres per e-fold is reasonable; $\sigma=2$ nm is towards the coarse end for sub-keV primary beams, and the flat plateau is schematic. A channelling tail is flatter than the profile just above it, which then lies above the extrapolated exponential; the error bound derived for the finite tail does not cover that case. Real responses are usually asymmetric, so the trailing-edge correction above is relevant. Other departures, each sized alone with assumed values, are as follows.

- **Depth scale:** a 2% stretch moves the reported depth by $0.02\times19.48=0.39$ nm and changes the decay length to 3.06 nm.
- **Surface transient:** suppose the sputter rate exceeds its steady value by a fraction $0.5\,e^{-z/w_s}$, with $w_s=1$ nm, while depth is assigned from the steady rate. The deep profile then shifts by
$$\int_0^\infty\left(\frac{1}{1+0.5e^{-z/w_s}}-1\right)dz=-w_s\ln1.5=-0.41\ \text{nm},$$
towards the surface. The integral follows from the substitution $s=e^{-z/w_s}$.
- **Growing roughness:** if $\sigma$ increases with the apparent depth $z$ at which the signal is recorded, differentiating $-z/L+\sigma(z)^2/2L^2$ gives the logarithmic slope $-1/L+\sigma\sigma'/L^2$. For $\sigma'=0.01$ at $\sigma=2$ nm, the decay length becomes 3.02 nm.
- **Background and counting:** a background of $10^{16}\ \text{cm}^{-3}$ shifts the reported depth by 0.006 nm. A single point with $N=1000$ counts has a depth uncertainty of about $L/\sqrt N=0.095$ nm.

The first two shifts are comparable with 0.67 nm. Subtracting $\sigma^2/2L$ from a reported depth therefore corrects the Gaussian broadening alone. The tail alone cannot supply $\sigma$, since a displaced exponential has the same shape as the original and its slope carries no trace of the broadening. The value must come from a separate measurement or from a sharper feature whose true shape is known.

## Table of computed values

```
INPUTS (round, roughly typical values)
true decay length L                     3.00 nm
same tail per decade                    6.908 nm/decade
Gaussian standard deviation             2.00 nm
start of tail                           5.00 nm
plateau concentration                   5.00e+20 cm^-3
marker concentration                    5.00e+18 cm^-3
dose                                    4.000e+14 cm^-2
MAIN RESULT
displacement sigma^2/(2L)               0.6667 nm
gain at fixed depth, by quadrature      1.2488
mean upward distance to signal origin   1.3333 nm
spread of signal origin                 2.0000 nm
true depth at marker                    18.8155 nm
measured depth at marker                19.4822 nm
difference of the two depths            0.6667 nm
measured decay length at marker         3.00000 nm
displacement if 3 nm were per decade    1.5351 nm
FINITE TAIL: apparent depth, measured conc., displacement
    5.0 nm  4.0456e+20 cm^-3  -0.6354 nm
    7.0 nm  2.8136e+20 cm^-3  +0.2751 nm
    9.0 nm  1.6096e+20 cm^-3  +0.5996 nm
   11.0 nm  8.4352e+19 cm^-3  +0.6612 nm
   15.0 nm  2.2276e+19 cm^-3  +0.6667 nm
   20.0 nm  4.2073e+18 cm^-3  +0.6667 nm
1% onset below tail start, plateau      4.713 nm
1% onset below tail start, empty top    5.986 nm
dose placed above surface               9.97 %
NEGLECTED EFFECTS (assumed sizes, then results)
short trailing edge                     1.00 nm
  extra displacement                    +0.2164 nm
  total displacement                    +0.8831 nm
long trailing edge                      4.00 nm
  decay length at 20 nm depth           4.322 nm
  decay length at 155 nm depth          4.000 nm
growth of sigma with depth              0.010 nm/nm
  measured decay length                 3.0201 nm
depth-scale error                       2.0 %
  displacement at marker                +0.3896 nm
  measured decay length                 3.0600 nm
transient excess rate at surface        50 %
transient decay depth                   1.00 nm
  displacement                          -0.4055 nm
background                              1.0e+16 cm^-3
  displacement at marker                +0.0060 nm
counts in one data point                1000
  depth uncertainty (std. dev.)         0.095 nm
```
